Why base transit time stops falling as the square of base width

Take a base layer 10 nm thick, in which the minority carriers have a mass of 0.1 electron masses, a temperature of 300 K and a collision time of 0.1 ps. Its transit time, found from the Boltzmann equation, is 0.0731 ps. Halve the thickness to 5 nm and the time becomes 0.0332 ps. It has fallen by a factor of 2.2, whereas the diffusion law W²/2D promises a factor of 4. The law also fails in size: at 5 nm it gives 0.00275 ps, twelve times too little.

Most of the missing time comes from the exit. Carriers leave the base at a finite speed, so a current can flow out only if some density is present at the collector edge. That density also fills the rest of the base, and it costs a time proportional to W rather than W².

**The model and the time it defines**

The base extends from x = 0 at the emitter to x = W at the collector. It contains no electric field, and recombination is neglected. The carriers are dilute enough to obey Maxwell statistics, and the collector removes every carrier that reaches it. Let n(x) be the density, J the net particle flux towards the collector and Q the number of carriers stored per unit area. Without recombination J does not depend on x in the steady state. The transit time is

t_B = Q/J, with Q = ∫₀ᵂ n(x) dx.

This is the charge-control time. The model is linear, so raising the flux slowly by dJ requires an extra stored charge dQ = t_B dJ. It differs from the mean flight time of the collected carriers, a distinction that is given numbers below.

Write u for the velocity along x and f(x,u) for the density per unit of u. Collisions occur at random with a constant mean time t_c. They conserve number and leave a carrier with a velocity drawn from the Maxwellian

M(u) = exp(−u²/2s²)/(s√(2π)), s = √(kT/m).

The transverse velocities then drop out by integration, and the steady Boltzmann equation is

u ∂f/∂x = (nM − f)/t_c, n = ∫ f du.

To obtain the diffusion coefficient, multiply by u and integrate over all u. The term nM gives zero because M is even, so

d/dx ∫ u² f du = −J/t_c.

Where f is close to a local Maxwellian, the integral on the left is s²n. Hence J = −D dn/dx with D = s²t_c. In the example s = 213 nm/ps and D = 4547 nm²/ps, or 45.5 cm²/s.

**Diffusion with a finite exit speed**

Let the carriers leave with an exit speed v, defined by J = v n(W). Integrating −D dn/dx = J back from the collector gives

n(x) = J/v + J(W − x)/D.

The first term is a uniform pedestal and the second is a triangle. Their areas are JW/v and JW²/2D, so division by J gives

t_B = W²/2D + W/v.

The density at the emitter was not needed. Within diffusion theory the result therefore does not depend on how strongly the emitter injects.

The usual W² law sets n(W) = 0. With a non-zero J this means v = ∞. The approximation is harmless when the triangle is much taller than the pedestal, but the height of the triangle, JW/D, shrinks with W while the pedestal J/v stays. At fixed current the gradient stays at J/D, so thinning the base reduces the density difference across it but not the density needed to carry the current out.

The same fault appears as an impossible speed. The ratio W/t_B is J divided by the average density, and so is a mean forward speed. For the W² law it equals 2D/W, which grows without limit as W shrinks. At 5 nm it is 1819 nm/ps, more than eight times the thermal speed s.

**Which speed belongs in the exit term**

A thin base and a thick base suggest the same value of v by different arguments.

In a base so thin that collisions are rare, the carriers at the exit are those that the emitter sent in. Suppose that they form the forward half of a Maxwellian. Since

∫₀^∞ u M du = s/√(2π) and ∫₀^∞ M du = 1/2,

their mean forward speed is

v_T = s√(2/π) = √(2kT/πm).

In a thick base, the distribution that carries a flux J by diffusion is

f = M(n + Ju/s²).

It satisfies the Boltzmann equation with dn/dx = −J/D: the left side is −uMJ/D, the right side is −uMJ/(s²t_c), and these agree because D = s²t_c. The forward half of M contributes v_T/2 to the integral of uM and s²/2 to that of u²M. The one-way fluxes are therefore

forward: n v_T/2 + J/2
backward: n v_T/2 − J/2.

The collector sends nothing back. Setting the backward flux to zero at x = W gives J = n v_T, hence v = v_T. This is an approximation. At the exit this f is positive for slow backward carriers but negative for fast ones, which is unphysical, and the backward flux vanishes only because the two parts cancel.

With v = v_T the two terms of t_B are equal at W = 2D/v_T. Let l = v_T t_c be the mean free path along x. Since s² = πv_T²/2, we have D = πv_T²t_c/2 and

2D/v_T = πl.

In the example v_T = 170 nm/ps, l = 17 nm and the crossover lies at 53 nm. The exit term thus overtakes the diffusion term while the base is still three of these lengths thick, or 1.6 times the three-dimensional path √(8kT/πm) t_c = 34 nm.

**A relation that holds at every width**

Diffusion theory cannot justify its own use below a mean free path. The Boltzmann equation can be used there, and symmetry gives the stored charge without solving it. Let the emitter inject the forward half of a Maxwellian of total density n_eq, and let the collector inject nothing:

f(0,u) = n_eq M(u) for u > 0
f(W,u) = 0 for u < 0.

Call the solution f₁(x,u). Its mirror image f₁(W − x, −u) also satisfies the equation, because both u and ∂/∂x change sign and M is even. It describes injection from the collector side alone. The equation is linear, so the sum of the two is a solution with equal injection from both sides. The equilibrium distribution n_eq M has the same injection, and it makes both sides of the Boltzmann equation vanish.

The two must coincide if the solution is unique. To show that it is, let g be the difference of two solutions with the same injection, and let n_g be its density. Multiply its equation by g/M and integrate over u:

d/dx ∫ u g²/(2M) du = −(1/t_c) ∫ (g − n_g M)²/M du.

The right side follows from ∫ g(n_g M − g)/M du = n_g² − ∫ g²/M du. Now integrate over x. No part of g enters the base, so the integral on the left is not negative at W and not positive at 0, and its change across the base cannot be negative. The right side cannot be positive. Both are therefore zero, and g = n_g M throughout. Since g has no incoming part at x = 0, n_g(0) = 0. The equation then reads uM dn_g/dx = 0, so n_g vanishes everywhere.

The densities of the solution and its mirror image therefore add up to equilibrium:

n(x) + n(W − x) = n_eq.

Integration over the base gives 2Q = n_eq W, or

Q = n_eq W/2.

The stored charge does not depend on the collision time. What collisions change is the flux. The emitter injects F = n_eq v_T/2, and a fraction P of this is collected, so J = PF. Hence

t_B = (n_eq W/2)/(P n_eq v_T/2) = W/(v_T P).

In the steady state the stored number is the injection rate times the mean time an injected carrier spends in the base. This residence time is Q/F = W/v_T, with or without collisions. Collisions hold some carriers longer and send others back early, and the two effects cancel in the mean.

This explains the two powers of W. One comes from the residence time. The other comes from 1/P, which grows in proportion to W in a thick base because most carriers diffuse back to the emitter. In a thin base nearly all carriers are collected. P cannot rise above one, so the second power is lost, and t_B cannot fall below W/v_T. The sum of the diffusion and exit terms corresponds to

P = 1/(1 + Wv_T/2D),

as substitution into W/(v_T P) shows.

A Monte Carlo calculation of free flights, which solves no equation for the density, tests these statements at 50 nm. It gives a mean residence time of 0.2934 ps against W/v_T = 0.2939 ps, and a collected fraction of 0.487, equal to the Boltzmann value. Their ratio gives t_B = 0.2934/0.4866 = 0.603 ps, against 0.604 ps from the Boltzmann equation.

The collected carriers themselves spend only 0.317 ps in the base on average. Let t_col be this time and t_ret the mean time of those that return to the emitter. The residence time is P t_col + (1 − P) t_ret, so division by P gives

t_B = t_col + [(1 − P)/P] t_ret.

The second term is the charge kept in the base by carriers that never reach the collector. Here it supplies nearly half of t_B.

**The thin limit**

For W much smaller than l, the injected carriers have density n_eq/2 almost everywhere. They collide at a rate n_eq W/(2t_c) per unit area. After a collision either sign of u is equally likely, and to leading order the carrier leaves without colliding again. The flux returned to the emitter is therefore n_eq W/(4t_c). Dividing by F = n_eq v_T/2 gives

1 − P ≈ W/(2v_T t_c) = W/2l.

To this order 1/P ≈ 1 + W/(2v_T t_c), and so

t_B ≈ W/v_T + W²/(2v_T²t_c).

Since v_T² = 2s²/π, the product v_T²t_c is 2D/π. The result is

t_B ≈ W/v_T + πW²/4D.

The exit term is thus correct in the ballistic limit, where the derivation by diffusion had no right to be trusted. The quadratic term is not: its coefficient is π/4 = 0.785 in units of 1/D, against 0.5 in the sum. The numerical solution gives 0.773 at W = 0.21 nm. The small remainder has two parts. The estimate keeps the density of injected carriers at n_eq/2 across the whole base, but a carrier of speed u reaches depth x without colliding only with probability e^(−x/ut_c), so it counts too many first collisions. For u well above W/t_c the loss is a fraction of order W/(ut_c), and summing it over speeds from W/t_c up to s gives a relative correction of order (W/l) ln(l/W). Carriers slower than W/t_c supply only about a fifth of the overcount at this width. The overcount lowers the coefficient to 0.768, and the term (1 − P)² dropped from 1/P raises it again to 0.773. Both parts vanish as W goes to zero.

**The thick limit**

For W much larger than l, the density is linear except within a few mean free paths of each end. Let the straight line reach zero at a distance z beyond the collector:

n(x) = (J/D)(W + z − x) in the interior.

Insert this into n(x) + n(W − x) = n_eq. The positions cancel, leaving (J/D)(W + 2z) = n_eq. With Q = n_eq W/2,

t_B = n_eq W/(2J) = W(W + 2z)/2D = W²/2D + Wz/D.

The speed in the linear term is D/z. The flux argument above gave v_T, which means z = D/v_T, or 26.7 nm. The Boltzmann solution gives z = 1.437 s t_c, or 30.6 nm, and an independent half-space integral agrees with this value. The linear term is therefore 1.147 times W/v_T, and its speed is 148 nm/ps instead of 170 nm/ps.

This speed is not the one at which carriers cross the collector plane. In the thick base the local ratio J/n(W) is 213 nm/ps, equal to s within the numerical accuracy. It lies above v_T, while D/z lies below.

The reason why the local speed exceeds v_T can be read from the exit distribution. Integrating the Boltzmann equation along a path with u > 0 gives

f(W,u)/M(u) = ∫₀ᵂ n(W − y) e^(−y/ut_c) dy/(ut_c) + n_eq e^(−W/ut_c).

This is an average of the density over the distance y back to the last collision, with n_eq standing for the emitter. The mean distance is ut_c. Fast carriers thus come from deeper in the base, where the density is higher. The outgoing distribution contains more fast carriers than a half-Maxwellian, and its mean speed exceeds v_T.

The speed D/z differs from this local speed because t_B depends on the density throughout the base, not on its value at the edge. The interior line, continued to x = W, gives a density Jz/D = J/(148 nm/ps), while the true density there is J/(213 nm/ps). The density drops below the line near the exit. The pedestal that matters for the stored charge is the height of the line, so putting the local exit speed into W/v would make the exit term too small.

**Reading the numbers**

At 50 nm the two terms are

W²/2D = 2500/(2 × 4547) = 0.275 ps
W/v_T = 50/170.1 = 0.294 ps.

Their sum is 0.569 ps, and the Boltzmann time is 0.604 ps, 6% above the sum. At 500 nm the terms are 27.5 and 2.94 ps. Their sum of 30.4 ps is 1.4% below the Boltzmann value of 30.9 ps. With the thick-base coefficient the linear term becomes 1.147 × 2.94 = 3.37 ps, which accounts for the difference.

Over widths from 0.4 to 1279 nm, the Boltzmann time exceeds the sum at every width computed. The largest excess is 6.4% of the sum, near 30 nm. The two limits show why the error peaks in between. In a thin base the absolute error approaches (π/4 − 1/2)W²/D, which becomes negligible beside W/v_T as W falls. In a thick base it approaches 0.147 W/v_T, which becomes negligible beside W²/2D as W grows.

The change of power law is gradual. For a sum of a quadratic term A and a linear term B, the local exponent is

d ln t_B/d ln W = (2A + B)/(A + B) = 1 + A/(A + B).

It is 1.5 where the terms are equal. The Boltzmann exponent is 1.47 at 50 nm, 1.11 at 5 nm and still only 1.89 at 500 nm, a width of 29 mean free paths. No sharp thickness separates diffusive from ballistic behaviour: the exit term fades only as 1/W relative to the diffusion term.

**Changing the exit and nothing else**

If the exit causes the linear term, then a worse exit should lengthen that term and leave the rest alone. Let the collector return a fraction R of the flux that reaches it, as a backward half-Maxwellian. Write the returned distribution as b n_eq M. By linearity the new solution is

f = (1 − b) f₁ + b n_eq M,

which has the required injection at both ends. Equilibrium carries no net flux, so J = (1 − b)J₁, where J₁ is the flux for R = 0. The stored charge is Q = (1 − b)Q₁ + b n_eq W. Therefore

Q/J = Q₁/J₁ + b n_eq W/J.

The returned flux is bF, and the arriving flux is J + bF. From bF = R(J + bF) follows bF = RJ/(1 − R). Since F = n_eq v_T/2, this means b n_eq = 2RJ/[(1 − R)v_T]. The added time is

Δt_B = 2RW/[(1 − R)v_T].

Now compare this with the exit term. In the diffusion picture, backward flux equals R times forward flux:

n v_T/2 − J/2 = R(n v_T/2 + J/2).

Collecting terms gives n v_T(1 − R) = J(1 + R), so v = v_T(1 − R)/(1 + R). The change in W/v is

(W/v_T)[(1 + R)/(1 − R) − 1] = 2RW/[(1 − R)v_T],

the same expression. In this model the effect of a worse exit is thus a uniform pedestal and an added time linear in W at every width, with no diffusion approximation. This exactness depends on the return being a half-Maxwellian with a fixed R. A barrier that turns back only the slow carriers has an R that depends on W and does not follow the formula: for a barrier of kT/2 the added time is about 17% above it at 10 nm and 24% below it at 500 nm. For R = 0.5 and W = 10 nm it is 20/170.1 = 0.118 ps, which raises t_B from 0.073 to 0.191 ps. The numerical Boltzmann solution gives the same increase.

**Where the result stops applying**

A field in the base changes the density profile and destroys the mirror symmetry. Recombination makes J depend on x. Maxwell statistics need densities well below the effective density of states, about 8×10¹⁷ cm⁻³ for a single valley of this mass at 300 K; in the 10 nm base n_eq = 2J/(P v_T) reaches it near 9 mA/µm², where the carriers are degenerate and v_T no longer applies. If the emitter injects hot or directed carriers, the ballistic speed is in general no longer v_T. If the collision time depends on energy, the numbers π/4 and 1.437 change, since they belong to a constant t_c.

There is also a quantum limit. The length ħ/(ms) is about 5 nm in the example, and the thermal wavelength h/√(2πmkT) is about 14 nm, so reflection and interference can matter in bases of 10 to 20 nm or less, a range that includes the opening example. The values at such widths show what the classical Boltzmann equation implies, not what a real device would do. Finally, t_B describes the base alone; charging of the junctions and transit through the collector field region add their own times.

The numerical output below lists the values for seven widths from 5 to 500 nm.

Computed results

```
mass = 0.1 electron masses
temperature = 300 K; collision time = 0.1 ps
thermal speed s = 213.23 nm/ps
mean forward speed v_T = 170.14 nm/ps
diffusion coefficient D = 4546.9 nm^2/ps
D converted = 45.47 cm^2/s
mean free path along x, l = 17.01 nm
crossover width 2D/v_T = 53.45 nm
pure-diffusion mean speed 2D/W at 5 nm = 1818.8 nm/ps
Times in ps: diffusion W^2/2D, exit W/v_T, their sum, Boltzmann
W(nm) diffusion exit sum Boltzmann exponent exit_speed(nm/ps) P
   5   0.00275  0.02939   0.03214   0.03317  1.106  188.72  0.8861
  10   0.01100  0.05878   0.06977   0.07309  1.179  195.46  0.8042
  20   0.04399  0.11755   0.16154   0.17135  1.285  202.34  0.6860
  50   0.27491  0.29388   0.56879   0.60395  1.472  209.45  0.4866
 100   1.09965  0.58776   1.68741   1.76850  1.628  212.21  0.3324
 200   4.39860  1.17553   5.57413   5.74495  1.767  213.10  0.2046
 500  27.49125  2.93881  30.43006  30.86094  1.891  213.19  0.0952
largest excess of Boltzmann over sum = 6.42 %
width of largest excess on scan = 29.6 nm
scan range = 0.43 to 1279 nm
thin-base coefficient times D, W = 0.213 nm: 0.7727
thin-base limit pi/4 = 0.7854; sum formula = 0.5000
extrapolation length z/(s t_c), Boltzmann = 1.4370
same ratio, half-space integral = 1.4371
extrapolation length z = 30.64 nm
thick-base speed in linear term D/z = 148.38 nm/ps
thick-base linear coefficient times v_T = 1.1466
thick-base local exit speed J/n(W) = 213.17 nm/ps
Monte Carlo carriers = 400000; base width = 50 nm
collected fraction: Monte Carlo 0.4866, Boltzmann 0.4866
mean residence, all injected, Monte Carlo = 0.2934 ps
residence prediction W/v_T = 0.2939 ps
Monte Carlo Q/J = 0.6030 ps
mean flight time of collected carriers = 0.3167 ps
returned flux fraction R = 0.5; base width = 10 nm
t_B with returning collector = 0.19064 ps
added time, Boltzmann = 0.11755 ps
added time, exit-speed formula = 0.11755 ps
```
